# Sparse sampling in the intermediate representation for the Migdal–Eliashberg equations, part 2

The isotropic Migdal–Eliashberg equations on the imaginary axis are to be solved with few basis functions and sampling points. The half-filled band $\xi\in[-W,W]$ has constant density of states; an Einstein phonon has angular frequency $\Omega$ and coupling $\lambda$, and $\mu$ is an instantaneous repulsion. With $\beta=1/k_BT$: $x=\tau/\hbar\beta\in[0,1]$, $y=\beta E\in[-\Lambda,\Lambda]$, $\Lambda=\beta E_{\max}$, $\nu_n=\beta\varepsilon_n=(2n+1)\pi$, $w=\beta W$, $y_\Omega=\beta\hbar\Omega$. Energies in formulas with $\nu_n$ are in units of $k_BT$.

The unknowns are $Z_n$ and $\phi_n$. With $\sigma_n=\varepsilon_nZ_n$, $\Theta_n^2=\sigma_n^2+\phi_n^2$, $c_n=(2/\Theta_n)\arctan(W/\Theta_n)$, $g_n=-i\sigma_nc_n$ and $f_n=\phi_nc_n$,

$$i\varepsilon_n(1-Z_n)=k_BT\sum_m\lambda_{n-m}\,g_m,\qquad \phi_n=k_BT\sum_m(\lambda_{n-m}-\mu)f_m,$$

$$\lambda_k=\frac{\lambda\,y_\Omega^2}{y_\Omega^2+4\pi^2k^2}.$$

At large $|n|$, $\phi_n\to\phi_\infty=-\mu k_BT\sum_mf_m$.

A function with spectral function $\rho$ has $a_n=\int_0^1e^{i\nu_nx}a(x)\,dx$ and

$$a(x)=-\int K(x,y)\rho(y)\,dy,\qquad K(x,y)=\frac{e^{-xy}}{1+e^{-y}} ,$$

with $K(1-x,-y)=K(x,y)$. The singular value decomposition $K=\sum_ls_lU_l(x)V_l(y)$ has real orthonormal $U_l$ (the basis) and $V_l$; $\hat U_l(\nu_n)$ is the transform of $U_l$. The number of functions kept is $L(\Lambda,\epsilon)=\#\{l:s_l\ge\epsilon s_0\}$. In $a(x)=\sum_la_lU_l(x)$ the coefficients obey the bound $|a_l|\le s_l\|\rho\|$, with $\|\rho\|^2=\int\rho^2dy$, and the discarded tail has $L^2$ norm at most $s_L\|\rho\|$.

The expected growth is $L(\Lambda,\epsilon)\simeq A(\epsilon)\ln\Lambda+B(\epsilon)$. For $\Lambda>1$, $m=\lceil\log_2\Lambda\rceil$ and $p$ the least positive integer with $2\cdot4^{-p}<\epsilon\sqrt2\tanh\tfrac12$, it was proved that

$$L(\Lambda,\epsilon)<(2p+1)(m+1).$$

The proof divides $[0,\Lambda]$ into panels at $0,1,2,4,\dots,2^{m-1},\Lambda$, mirrored for $y<0$. On each it interpolates $e^{-xy}$ in $y$ at $p$ nodes, keeping $1/(1+e^{-y})$ exact. The resulting approximation $K_R$ obeys $\|K-K_R\|^2\le4(m+1)\,16^{-p}$.

## The actual rate of growth

The bound fixes the form of the growth but is not an estimate of $L$. The coefficient $A(\epsilon)$ follows from a mode count that is valid to leading order in $\ln\Lambda$ at fixed $\epsilon$; it is an asymptotic argument and not a complete proof. For $1\ll y\le\Lambda$ the kernel is $e^{-xy}$. Set $x=e^{-\chi}$, $y=e^{\eta}$, and rescale functions as $\tilde u(\chi)=e^{-\chi/2}u$ and $\tilde v(\eta)=e^{\eta/2}v$, which preserves norms because $|dx|=e^{-\chi}d\chi$ and $dy=e^{\eta}d\eta$. Then $u=\int e^{-xy}v\,dy$ becomes

$$\tilde u(\chi)=\int\mathcal K(\eta-\chi)\,\tilde v(\eta)\,d\eta,\qquad \mathcal K(t)=e^{t/2}\exp(-e^{t}).$$

This is a convolution with a kernel that decays on both sides of $t=0$. Since $\chi\ge0$ and $\eta\le\ln\Lambda$, it acts on a stretch of length $\ln\Lambda$, up to end regions whose size does not depend on $\Lambda$. A plane wave $e^{ik\eta}$ is multiplied by $\tilde{\mathcal K}(k)=\int\mathcal K(t)e^{ikt}dt$, which the substitution $r=e^t$ identifies as $\Gamma(\tfrac12+ik)$. Its squared modulus is the Fourier transform of the autocorrelation of $\mathcal K$. That autocorrelation comes from $\int_0^\infty e^{-x(y+y')}dx=1/(y+y')$, which after rescaling is $\sqrt{yy'}/(y+y')=1/[2\cosh(t/2)]$ with $t=\eta-\eta'$. To evaluate $I(k)=\int e^{ikt}dt/[2\cosh(t/2)]$, integrate around the strip $0\le\operatorname{Im}t\le2\pi$. On the upper edge the integrand is multiplied by $-e^{-2\pi k}$ and the direction is reversed, so the contour gives $I(1+e^{-2\pi k})$. The only pole is at $t=i\pi$, where $2\cosh(t/2)\approx i(t-i\pi)$, with residue $e^{-\pi k}/i$. Thus $I(1+e^{-2\pi k})=2\pi e^{-\pi k}$ and

$$|\tilde{\mathcal K}(k)|^2=\frac{\pi}{\cosh\pi k},$$

which the program tests by quadrature at $k=0$ and $k=1.3$.

On a stretch of length $\ln\Lambda$ the independent waves have spacing $2\pi/\ln\Lambda$ in $k$, and each carries a singular value close to $|\tilde{\mathcal K}(k)|$. This is the Kac–Murdock–Szegő counting rule, and it is the step taken here without proof. The largest value of the symbol is $\sqrt\pi$. Values above $\epsilon\sqrt\pi$ need $\cosh\pi k\le\epsilon^{-2}$, that is $|k|\le k_*=\pi^{-1}\operatorname{arcosh}\epsilon^{-2}$, which holds $2k_*\ln\Lambda/2\pi$ waves. Negative energies, living near $x=1$, supply as many again. Therefore

$$\frac{dL}{d\ln\Lambda}\to A(\epsilon)=\frac{2}{\pi^2}\operatorname{arcosh}\epsilon^{-2}\approx\frac{2}{\pi^2}\ln\frac{2}{\epsilon^2}.$$

The program measures the slope between $\Lambda=10^4$ and $10^7$ at the fixed threshold $\epsilon\sqrt\pi$, interpolating $\ln s_l$ in $l$, and asserts agreement within 5 %. It finds 13.22 functions per decade for $\epsilon=10^{-6}$ and 21.81 for $\epsilon=10^{-10}$, equal to the predictions in all four printed digits. The integer counts at the threshold $\epsilon s_0$ are:

| $\Lambda$ | $L(10^{-6})$ | bound | $L(10^{-10})$ | bound | $\Lambda/\pi$ |
|---|---|---|---|---|---|
| $10^2$ | 21 | 184 | 30 | 296 | 31.8 |
| $10^3$ | 34 | 253 | 52 | 407 | 318 |
| $10^4$ | 48 | 345 | 74 | 555 | $3.18\times10^3$ |
| $10^5$ | 61 | 414 | 95 | 666 | $3.18\times10^4$ |
| $10^6$ | 74 | 483 | 117 | 777 | $3.18\times10^5$ |
| $10^7$ | 87 | 575 | 139 | 925 | $3.18\times10^6$ |

The proved bound exceeds the count by a factor between about 6.5 and 10 in this table. The computed $s_0$ rises slowly from 1.4539 to 1.6915, which is consistent with an approach to $\sqrt\pi$ from below. As $T\to0$ at fixed $E_{\max}$ the basis still grows without limit, by a fixed number of functions per decade of temperature.

## Building the basis numerically

The integrals over $y$ are replaced by Gauss–Legendre sums with $n_G$ nodes on each of the panels above, and those over $x$ by sums on panels that halve in width towards $x=0$ and $x=1$, down to a width of at most $1/2\Lambda$. The distance $1-x$ is stored separately, and for $y<0$ the kernel is evaluated as $e^{-(1-x)|y|}/(1+e^{-|y|})$, which avoids overflow and cancellation. A rule with $n_G$ nodes integrates the product of two polynomials of degree below $n_G$ exactly. On piecewise polynomials of that degree the map $v\to\sqrt{w_j}\,v(y_j)$, with $w_j$ the weights, therefore preserves inner products, and a kernel that is piecewise polynomial in both variables has exactly the singular values of the matrix $\sqrt{w_i}K(x_i,y_j)\sqrt{w_j}$. The discretisation error is thus set by how well $K$ is approximated by polynomials on the panels, in both variables. The estimate above covers only part of this, since it interpolates $e^{-xy}$ in $y$ alone and keeps the factor $1/(1+e^{-y})$ exact; with $p=n_G$ it serves as a guide to the discretisation error and not as a bound on it.

From the right singular vectors $v_{lj}$ one has $V_l(y_j)=v_{lj}/\sqrt{w_j}$, and the basis is defined at any time and any frequency by

$$U_l(x)=\frac1{s_l}\sum_jK(x,y_j)\sqrt{w_j}\,v_{lj},\qquad \hat U_l(\nu)=-\frac1{s_l}\sum_j\frac{\sqrt{w_j}\,v_{lj}}{i\nu-y_j}.$$

Both are the same finite sum of poles, so they are an exact transform pair whatever the quadrature error. The program tests this against direct quadrature of $e^{i\nu x}U_l(x)$ on an independent grid for $n=-4,\dots,3$. The division by $s_l$ magnifies rounding in $U_l$ by $s_0/s_l$. In an expansion this is compensated by $a_l\propto s_l$, but orthonormality of the last functions is lost gradually: on the independent grid the program asserts it to $10^{-7}$ for $s_l>10^{-6}s_0$ and only to $10^{-3}$ for the whole basis at $\epsilon=10^{-10}$.

## Sampling points and fitting

A function with $L$ real coefficients is fixed by its values at $L$ suitable points. Let $A_{kl}=U_l(x_k)$ for $L$ times and $B_{kl}=\hat U_l(\nu_k)$ for $L$ frequencies. The points are chosen from a list of candidates by column-pivoted QR factorisation. Each candidate has a vector of $L$ basis values; the longest vector is chosen, its direction is projected out of all the others, and the step is repeated $L$ times. If the candidate vectors span $L$ dimensions, a nonzero remainder exists at each step, so the chosen matrix is invertible. The time candidates are the Gauss nodes. The frequency candidates are all indices from 0 to 99, a logarithmic set of 500 indices up to $20\Lambda$, and their mirror images $n\to-n-1$.

From times, the coefficients are $\mathbf a=A^{-1}\mathbf a_x$. From frequencies, the real and imaginary parts are stacked into $2L$ real equations for $L$ real unknowns and solved by least squares with the pseudo-inverse $\mathcal P$ of the stacked matrix $\bar B$. For a real vector $\|\bar B\mathbf a\|=\|B\mathbf a\|$, so $\bar B$ has full rank whenever $B$ is invertible, even though the chosen frequencies are not symmetric about zero.

The data contain the discarded tail $\mathbf r$ as well: they equal $\bar B\mathbf a+\mathbf r$, and the fit returns $\mathbf a+\mathcal P\mathbf r$. With $\beta_{\max}$ and $\beta_{\min}$ the extreme singular values of $\bar B$, $\|\mathcal P\mathbf r\|\le\|\mathbf r\|/\beta_{\min}$ and $\|\bar B\mathbf a\|\le\beta_{\max}\|\mathbf a\|$. Dividing,

$$\frac{\|\delta\mathbf a\|}{\|\mathbf a\|}\le\kappa\,\frac{\|\mathbf r\|}{\|\bar B\mathbf a\|},\qquad\kappa=\frac{\beta_{\max}}{\beta_{\min}} .$$

On the frequency side Parseval's identity bounds $\|\mathbf r\|$ on any subset of frequencies by the $L^2$ norm of the tail, $s_L\|\rho\|$. The same inequality holds for $A$ with its own condition number and the values of the tail at the sampled times. The pivoting rule carries no proved bound on $\kappa$ here, so the program computes both condition numbers and asserts that they are below $10^4$.

## Convolutions as products

Let $\lambda(x)=\sum_ke^{-2\pi ikx}\lambda_k$. Multiplying by $g(x)=\sum_me^{-i\nu_mx}g_m$ gives phases $e^{-i(\nu_m+2\pi k)x}=e^{-i\nu_{m+k}x}$, and collecting $n=m+k$,

$$\lambda(x)g(x)=\sum_ne^{-i\nu_nx}\sum_m\lambda_{n-m}\,g_m .$$

The infinite frequency sum is a product at each time. For the Einstein mode,

$$\lambda(x)=\frac{\lambda y_\Omega}{2}\,\frac{e^{-y_\Omega x}+e^{-y_\Omega(1-x)}}{1-e^{-y_\Omega}} .$$

To verify this, put $\omega_k=2\pi k$, so that $e^{i\omega_k}=1$. The two exponentials integrate with $e^{i\omega_kx}$ to $(1-e^{-y_\Omega})/(y_\Omega-i\omega_k)$ and $(1-e^{-y_\Omega})/(y_\Omega+i\omega_k)$, whose sum is $(1-e^{-y_\Omega})\,2y_\Omega/(y_\Omega^2+\omega_k^2)$, and the prefactor turns this into $\lambda_k$. The numerator equals $(1+e^{-y_\Omega})[K(x,y_\Omega)+K(x,-y_\Omega)]$, so $\lambda(x)=\lambda\,(y_\Omega/2)\coth(y_\Omega/2)\,[K(x,y_\Omega)+K(x,-y_\Omega)]$. The phonon function lies in the span of the same kernel, with a weight that tends to $\lambda$ as $y_\Omega\to0$. A general Eliashberg function $\alpha^2F$ is a superposition of such terms, and no bosonic frequency grid is needed. The program tests the transform of $\lambda(x)$ and its expansion in the $U_l$.

The product has to be representable in the basis as well. Writing $K(x,y)e^{-y_\Omega x}=K(x,y+y_\Omega)\,(1+e^{-y-y_\Omega})/(1+e^{-y})$ and $K(x,y)e^{-y_\Omega(1-x)}=K(x,y-y_\Omega)\,(e^{-y_\Omega}+e^{-y})/(1+e^{-y})$, and putting $1+b-n_F$ and $b+n_F$ over the common denominator $(1+e^{-y})(1-e^{-y_\Omega})$, with $b=1/(e^{y_\Omega}-1)$ and $n_F=1/(e^y+1)$, one finds

$$\lambda(x)K(x,y)=\frac{\lambda y_\Omega}{2}\Big[(1+b-n_F)\,K(x,y+y_\Omega)+(b+n_F)\,K(x,y-y_\Omega)\Big].$$

A pole at $y$ produces poles at $y\pm y_\Omega$, and the coefficient bound applies to the product only if the window contains them. For poles at $y=300.3$ and $y=-7.7$ with $\Lambda=4096$ and $\epsilon=10^{-10}$, the function $-K(x,y)$ recovered from the sampled frequencies has a largest absolute error of $5.8\times10^{-10}$ and $2.6\times10^{-9}$, on a function bounded by one. The sparse product agrees with the explicit sum over $m$ to $2.3\times10^{-10}$ and $5.6\times10^{-11}$ of the largest of six compared values. For a pole at $y=10\Lambda$, outside the window, the error in $-K$ is 0.47.

The Coulomb term needs $\sum_mf_m$. Since $f_m$ falls as $\nu_m^{-2}$, the series for $f(x)$ converges absolutely and is continuous at $x=0$, so $\sum_mf_m=f(0)=\sum_lf_lU_l(0)$, a sum over all Matsubara frequencies with no cutoff.

## The iteration and the critical temperature

Define the $L\times L$ matrix $\mathcal M=A^{-1}\operatorname{diag}[\lambda(x_k)]\,A$, which evaluates at the sampled times, multiplies and returns to coefficients. One step takes $\sigma_k$ and $\phi_k$ at the sampled frequencies and proceeds as follows.

1. Form $c_k$, $g_k=-i\sigma_kc_k$ and $f_k=\phi_kc_k$.
2. Fit the coefficient vectors $\mathbf g$ and $\mathbf f$ with $\mathcal P$.
3. Set $\sigma_k'=\nu_k-\operatorname{Im}(B\mathcal M\mathbf g)_k$, because $i\nu(1-Z)=i(\nu-\sigma)$ is the convolution.
4. Set $\phi_k'=\operatorname{Re}(B\mathcal M\mathbf f)_k-\mu\sum_lU_l(0)f_l$.
5. Mix, $\phi\leftarrow\phi+\alpha(\phi'-\phi)$, and likewise for $\sigma$.

All operations are matrix–vector products of cost $O(L^2)$. After convergence, $Z_n$ and $\phi_n$ at any $n$ follow by replacing $B$ with $\hat U_l(\nu_n)$.

At the transition $\phi$ is infinitesimal and enters $\Theta$ only at second order, so $\sigma$ and $c$ take their normal-state values and step 4 is linear: $\boldsymbol\phi'=[\operatorname{Re}B\,\mathcal M-\mu\,\mathbf 1\,\mathbf U(0)^{T}]\,\mathcal P_R\operatorname{diag}(c_k)\,\boldsymbol\phi$, where $\mathcal P_R$ is the half of $\mathcal P$ that acts on real parts and $\mathbf 1$ is a column of ones. The critical temperature is where the largest real eigenvalue equals one. The basis depends on $\Lambda$ only, so one basis serves the whole search, with the window $E_{\max}=\Lambda k_BT$ moving with temperature.

## What the uniform grid costs

On a grid of $2N$ frequencies, $-N\le m<N$, with $\nu_N\gg w$, the omitted part of $\sum f_m$ is $\phi_\infty\mathcal T_N$ to leading order, where $Z\to1$, $\phi\to\phi_\infty$, and the series of the arctangent gives

$$\mathcal T_N=2\sum_{m\ge N}\frac{2}{\nu_m}\arctan\frac{w}{\nu_m}=4\sum_{j\ge0}\frac{(-1)^jw^{2j+1}}{2j+1}\,\frac{\zeta(2j+2,N+\frac12)}{(2\pi)^{2j+2}}\approx\frac{w}{\pi^2N}.$$

Here $\nu_m=2\pi(m+\tfrac12)$ turns the sums into Hurwitz zeta functions, and $\zeta(2,N+\tfrac12)\approx1/N$. Omitting the tail shifts $\phi_n$ directly by $+\mu\phi_\infty\mathcal T_N$. As $\phi_\infty<0$ for a repulsive $\mu$ and positive $\sum f_m$, the shift is negative, and it falls only as $1/N$. The tail can be restored: with $S=S_{\rm grid}+\phi_\infty\mathcal T_N$ and $\phi_\infty=-\mu S$ one gets $S=S_{\rm grid}/(1+\mu\mathcal T_N)$. The reference solution of the program uses this correction with convolutions by fast Fourier transform. A uniform grid with an analytic tail is accurate, but the series for $\mathcal T_N$ converges only for $\nu_N>w$, so a grid used with it has a size at least proportional to $W/k_BT$. With the arctangent left unexpanded, smaller grids can be used at lower accuracy. The leading term $w/\pi^2N$ comes from $c\to2w/\nu^2$ and depends only on the number of states in the band; the higher terms depend on the band shape and must be derived for each.

The leading-order growth rate has been obtained from a mode count and confirmed numerically, and the basis, sampling points, iteration and cost of a uniform grid have been described. A worked example and the choice of settings remain.
